\section*{Finite screening in both electrodes sets a thickness-independent EOT penalty, part 1}

(Sections cited here and not found follow in the second part.)

\section{Linear screening: from one real metal to two}

\subsection{The situation}

A cell of dynamic memory stores its bit as charge on a capacitor. When the area of the cell shrinks, the charge at a given voltage can be kept up by making the insulating film thinner. If the metals were perfect conductors, a film of one fifth the thickness would give five times the capacitance per area. A real metal has a finite density of electrons, and its charge occupies a layer of finite depth behind the interface. Thinning the film does not thin that layer. The question is how much capacitance the two layers cost, and whether the cost shrinks with the film.

I begin with perfect metals, replace one of them by a real metal, give that metal a finite thickness, and then make both electrodes real.

\subsection{Perfect metals and the equivalent thickness}

Take a planar film of thickness $d$ and relative permittivity $\varepsilon_i$, free of trapped charge. Let the positive electrode carry the charge $\sigma$ per area and the other $-\sigma$. By Gauss's law the displacement in the film is $\sigma$, so the field is $\sigma/(\varepsilon_0\varepsilon_i)$ and the voltage across the film is
\begin{equation}
V_{\rm film}=\frac{\sigma d}{\varepsilon_0\varepsilon_i}.
\label{film}
\end{equation}
With perfect metals this is the whole voltage, and $C/A=\sigma/V=\varepsilon_0\varepsilon_i/d$.

The equivalent oxide thickness, EOT, is the thickness of a film of relative permittivity $3.9$ (silicon dioxide) that would have the same capacitance per area between perfect metals:
\begin{equation}
\mathrm{EOT}=\frac{3.9\,\varepsilon_0A}{C}=3.9\,\varepsilon_0\frac{V}{\sigma}.
\label{eot}
\end{equation}
For perfect metals it equals $3.9\,d/\varepsilon_i$. Since EOT is proportional to $V/\sigma$, voltage drops in series become additive thicknesses. Any voltage lost inside a metal will therefore appear as an added length.

\subsection{How a metal responds to a potential}

The simplest real metal is a gas of free electrons on a uniform positive background. In a periodic box of volume $\Omega$ there is one wavevector per volume $(2\pi)^3/\Omega$ of wavevector space, and each holds two spins. Filling a sphere of radius $k_F$ gives the density
\begin{equation}
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad E=\frac{\hbar^2k_F^2}{2m},
\label{fermi}
\end{equation}
where $E$ is the Fermi energy measured from the band bottom. Thus $n\propto E^{3/2}$, and
\begin{equation}
\frac{dn}{dE}=\frac{3n}{2E}.
\label{dos}
\end{equation}

Label the metals $j=1,2$, with neutral densities $n_j$, Fermi energies $E_j$ and background permittivities $\varepsilon_j$. The background permittivity describes the polarization of the ion cores and bound electrons. Let $\phi$ be the electrostatic potential and $-e$ the electron charge. In Thomas--Fermi theory each small region is treated as a uniform gas with a local Fermi energy $E_{\rm loc}$. In equilibrium the total energy of the highest filled state is the same throughout one metal:
\begin{equation}
E_{\rm loc}-e\phi=E_j-eV_j .
\label{equil}
\end{equation}
This defines $V_j$ as the potential at which metal $j$ is neutral. A voltmeter compares the electrochemical potentials of the two metals. Its reading differs from $V_1-V_2$ by a constant, because the band bottoms and Fermi energies of different metals differ. I count the voltage from the flat-band condition, in which both metals are neutral and the film has no field, so that $V=V_1-V_2$.

Write $\psi=\phi-V_j$. Equation \eqref{equil} gives $E_{\rm loc}=E_j+e\psi$, and $n\propto E_{\rm loc}^{3/2}$ gives
\begin{equation}
n=n_j\left(1+\frac{e\psi}{E_j}\right)^{3/2}.
\label{density}
\end{equation}
The sign is right: a higher electrostatic potential attracts electrons.

Let $s\ge0$ be the distance into the metal from the film. The charge density is $\rho=-e(n-n_j)$, and Poisson's equation $\varepsilon_0\varepsilon_j\psi''=-\rho$ becomes
\begin{equation}
\varepsilon_0\varepsilon_j\psi''=e(n-n_j).
\label{poisson}
\end{equation}
For $|e\psi|\ll E_j$, the first term of the expansion of \eqref{density} is $n-n_j\simeq3n_je\psi/(2E_j)$. Hence
\begin{equation}
\psi''=\frac{\psi}{\lambda_j^2},\qquad
\lambda_j^2=\frac{2\varepsilon_0\varepsilon_jE_j}{3e^2n_j}.
\label{lambda}
\end{equation}
Since $E_j\propto n_j^{2/3}$, the length scales as $\lambda_j\propto n_j^{-1/6}$ at fixed $\varepsilon_j$. The dependence is weak: a fivefold lower density lengthens it by a factor $5^{1/6}$, or about 30\%.

\subsection{First generalization: one real, thick metal}

In a thick metal $\psi$ must vanish far from the film, so $\psi=\psi(0)e^{-s/\lambda_j}$. The charge per area follows from integrating $\rho=-\varepsilon_0\varepsilon_j\psi''$:
\begin{equation}
\sigma_j=-\varepsilon_0\varepsilon_j\int_0^\infty\psi''\,ds
=\varepsilon_0\varepsilon_j\psi'(0)
=-\frac{\varepsilon_0\varepsilon_j}{\lambda_j}\psi(0).
\label{charge}
\end{equation}
A positive electrode has $\psi(0)<0$: its interface lies below its interior in potential. If this metal carries $+\sigma$ and the opposite metal is perfect, the applied voltage must supply the film drop \eqref{film} and the metal drop $\sigma\lambda_j/(\varepsilon_0\varepsilon_j)$. Equation \eqref{eot} then gives
\begin{equation}
\mathrm{EOT}=3.9\left(\frac d{\varepsilon_i}+\frac{\lambda_j}{\varepsilon_j}\right).
\label{one}
\end{equation}
For $\lambda_j\to0$ at fixed $\varepsilon_j$ the perfect metal returns.

The added term has a direct geometrical meaning. The charge density is proportional to $e^{-s/\lambda_j}$, so its mean depth is
\begin{equation}
\frac{\int_0^\infty s\,e^{-s/\lambda_j}ds}{\int_0^\infty e^{-s/\lambda_j}ds}
=\frac{\lambda_j^2}{\lambda_j}=\lambda_j .
\end{equation}
The capacitor behaves as if the charge lay on a sheet at depth $\lambda_j$, behind a dielectric of permittivity $\varepsilon_j$. The high permittivity of the film does not reduce this part, because the field there lies in the metal.

The energy shows what resists the charging. The field energy per area in the metal is
\begin{equation}
\frac{\varepsilon_0\varepsilon_j}{2}\int_0^\infty(\psi')^2ds
=\frac{\varepsilon_0\varepsilon_j\psi(0)^2}{4\lambda_j}.
\end{equation}
Changing the local density by $\delta n$ costs the energy $(\delta n)^2/(2\,dn/dE)$ per volume to second order. With $\delta n=(dn/dE)e\psi$ and $e^2dn/dE=\varepsilon_0\varepsilon_j/\lambda_j^2$, this contributes
\begin{equation}
\frac{\varepsilon_0\varepsilon_j}{2\lambda_j^2}\int_0^\infty\psi^2ds
=\frac{\varepsilon_0\varepsilon_j\psi(0)^2}{4\lambda_j}.
\end{equation}
Half of the cost is electric and half is the kinetic energy of the electron gas. A narrower charge layer would save field energy and cost more kinetic energy; $\lambda_j$ is the balance.

\subsection{Second generalization: a metal of finite thickness}

Let the metal have thickness $L_j$. The capacitor as a whole is neutral and no external field acts on it, so the field vanishes at the outer face: $\psi'(L_j)=0$. The solution of \eqref{lambda} with this condition is $\psi=a\cosh[(L_j-s)/\lambda_j]$. At the film
\begin{equation}
\psi(0)=a\cosh\frac{L_j}{\lambda_j},\qquad
\psi'(0)=-\frac a{\lambda_j}\sinh\frac{L_j}{\lambda_j}.
\end{equation}
The relation $\sigma_j=\varepsilon_0\varepsilon_j\psi'(0)$ still holds because the outer field is zero. Dividing the two expressions gives
\begin{equation}
\psi(0)=-\frac{\sigma_j}{\varepsilon_0}a_j,\qquad
a_j=\frac{\lambda_j}{\varepsilon_j}\coth\frac{L_j}{\lambda_j}.
\label{aj}
\end{equation}

For $L_j\gg\lambda_j$, $\coth\to1$ and \eqref{one} returns. For $L_j\ll\lambda_j$, $\coth(L_j/\lambda_j)\to\lambda_j/L_j$, and therefore
\begin{equation}
a_j\to\frac{\lambda_j^2}{\varepsilon_jL_j}
=\frac{2\varepsilon_0E_j}{3e^2n_jL_j}.
\end{equation}
The background permittivity has dropped out. The potential is then nearly uniform across the metal, and $|\psi(0)|$ is the charge divided by $e^2L_j\,dn/dE$. This is a limit of the continuum equation; a metal that thin would also have quantized motion across it.

\subsection{Third generalization: both metals real}

Let metal 1 carry $+\sigma$ and metal 2 carry $-\sigma$. From \eqref{aj}, the potentials at the two film faces are
\begin{equation}
\phi_1=V_1-\frac{\sigma a_1}{\varepsilon_0},\qquad
\phi_2=V_2+\frac{\sigma a_2}{\varepsilon_0}.
\end{equation}
The film requires $\phi_1-\phi_2=\sigma d/(\varepsilon_0\varepsilon_i)$. Subtracting and solving for the voltage,
\begin{equation}
V=V_1-V_2=\frac{\sigma}{\varepsilon_0}
\left(\frac d{\varepsilon_i}+a_1+a_2\right).
\end{equation}
The opposite signs of the charges do not make the metal drops cancel. The positive metal lowers its interface and the negative metal raises its own, so both reduce the voltage left for the film. With \eqref{eot},
\begin{equation}
\boxed{\;
\mathrm{EOT}=\frac{3.9\,d}{\varepsilon_i}+\Delta,\qquad
\Delta=3.9\sum_{j=1}^{2}\frac{\lambda_j}{\varepsilon_j}
\coth\frac{L_j}{\lambda_j}.\;}
\label{main}
\end{equation}

The penalty $\Delta$ contains properties of the metals alone. If the metals, the interfaces and $\varepsilon_i$ stay the same while the film is thinned, then
\begin{equation}
\frac{\partial\Delta}{\partial d}=0,\qquad
\frac{\partial\,\mathrm{EOT}}{\partial d}=\frac{3.9}{\varepsilon_i}.
\end{equation}
This is the persistence to be shown, within linear screening. The voltage share of the electrodes,
\begin{equation}
\eta=\frac{\Delta}{3.9\,d/\varepsilon_i+\Delta},
\label{share}
\end{equation}
rises as $d$ falls. It reaches one half at $d_{1/2}=\varepsilon_i\Delta/3.9$. Raising $\varepsilon_i$ at fixed $d$ also raises the share, because it shrinks the film term and leaves $\Delta$ alone.

\subsection{A zirconia capacitor, thinned}

Take rough round parameters in the regime of zirconia between titanium nitride electrodes: $\varepsilon_i=40$, $d=5$ nm, $\varepsilon_1=\varepsilon_2=4$, $n_1=5\times10^{22}$ cm$^{-3}$ and $n_2=1\times10^{22}$ cm$^{-3}$. The second metal is given fewer electrons to show how the penalty depends on their density. Both are much thicker than their screening lengths. The Fermi energies from \eqref{fermi} are $4.949$ and $1.693$ eV. In SI units, \eqref{lambda} gives for metal 1
\begin{equation}
\lambda_1^2=
\frac{2(8.854\times10^{-12})(4)(4.949)}
{3(1.602\times10^{-19})(5\times10^{28})}\ {\rm m^2},
\end{equation}
where one factor $e$ has converted the energy to volts. Thus $\lambda_1=0.121$ nm, and likewise $\lambda_2=0.158$ nm. The penalties are
\begin{align}
3.9\times0.1208/4&=0.118\ {\rm nm},\\
3.9\times0.1579/4&=0.154\ {\rm nm},
\end{align}
so $\Delta=0.272$ nm. The film contributes $3.9\times5/40=0.488$ nm, and the total EOT is $0.759$ nm. Thinning the film alone gives:
\begin{center}
\begin{tabular}{cccc}
$d$ (nm) & EOT (nm) & $C/A$ ($\mu$F/cm$^2$) & $\eta$\\
5 & 0.759 & 4.55 & 0.36\\
3 & 0.564 & 6.12 & 0.48\\
2 & 0.467 & 7.40 & 0.58\\
1 & 0.369 & 9.35 & 0.74
\end{tabular}
\end{center}
A fivefold thinning multiplies the capacitance by $9.35/4.55=2.06$. The half-share thickness is $40\times0.2717/3.9=2.8$ nm, in line with the table.

As a test, the nonlinear equations \eqref{density} and \eqref{poisson} were solved numerically for the whole stack at $1$ mV, with metals $3$ nm thick. The penalty extracted from the resulting charge is $0.2717$ nm at each of the four thicknesses. With both metals only $0.30$ nm thick, \eqref{main} gives $0.280$ nm; the numerical stack, with a $2$ nm film, reproduces this to within $3$ parts in $10^4$ of the penalty.

\section{Finite charge, real surfaces and the limits of thinning}

\subsection{What is carried over}

The film has thickness $d$ and permittivity $\varepsilon_i$. Metal $j$ has electron density $n_j$, Fermi energy $E_j$, background permittivity $\varepsilon_j$ and screening length $\lambda_j$, with $\lambda_j^2=2\varepsilon_0\varepsilon_jE_j/(3e^2n_j)$. The potential relative to the neutral interior is $\psi(s)$ at depth $s$, and the charge per area is $\sigma_j=\varepsilon_0\varepsilon_j\psi'(0)$. For thick metals the linear result is
\begin{equation}
\mathrm{EOT}=\frac{3.9d}{\varepsilon_i}+\Delta,\qquad
\Delta=3.9\left(\frac{\lambda_1}{\varepsilon_1}
+\frac{\lambda_2}{\varepsilon_2}\right).
\label{carry}
\end{equation}
In the example $\Delta=0.272$ nm, of which metal 1 supplies $0.118$ nm and the poorer metal 2 supplies $0.154$ nm.

\subsection{What a linear plot of EOT can tell}

Equation \eqref{carry} predicts a straight line of EOT against $d$, with slope $3.9/\varepsilon_i$ and intercept $\Delta$. If the electrodes are ignored and all the capacitance is assigned to the film, one infers instead an apparent permittivity
\begin{equation}
\varepsilon_{\rm app}=\frac{3.9d}{\mathrm{EOT}}
=\frac{d}{d/\varepsilon_i+\Delta/3.9}.
\end{equation}
In the example it falls from $25.7$ at $5$ nm to $10.6$ at $1$ nm, although $\varepsilon_i$ is held at $40$. The limit of large $d$ gives $\varepsilon_i$, as it should.

The intercept does not identify its cause. Suppose that a layer of thickness $t$ within the film has permittivity $\varepsilon_t$ instead of $\varepsilon_i$. It adds $3.9t(1/\varepsilon_t-1/\varepsilon_i)$, which is also independent of $d$ if $t$ stays fixed. Changing the electrode metal helps to separate the two causes if the interfacial layer remains the same. If $\varepsilon_i$ itself changes with $d$, the line bends or its intercept is shifted, and the simple reading fails.

Within linear screening, the two electrodes add a penalty $\Delta$ to the EOT that does not shrink with the film, although the intercept of a measured line does not by itself identify the electrodes as its cause. It remains to examine finite charge, temperature, the density of states and real metal surfaces, and to ask where tunnelling and breakdown stop the thinning.

Numerical values quoted here were computed with a short program.
